# Do matched logarithmic derivatives certify an ultrasoft pseudopotential?: a program that tests the result

```python
"""
Claim under test: logarithmic derivatives of an ultrasoft pseudopotential,
taken in the frozen reference atom, do not depend on the shape of the
augmentation functions Q_ij(r) at fixed charge q_ij = integral of Q_ij, nor on
how the potential is unscreened; results in other configurations do.

Hartree atomic units. Radial functions u = r R(r); radial densities include
4 pi r^2. Sulfur atom, non-relativistic, spin-unpolarized, Dirac exchange only.
  psi, phi : all-electron and smooth partial waves, equal beyond r_c
  beta     : projectors dual to phi;  D : screened nonlocal strengths
  v_loc    : screened local potential; v_ion, d_ion : unscreened counterparts
Discretization: spectral elements with Gauss-Lobatto nodes (lumped mass).
"""
import itertools
import numpy as np
from scipy.linalg import eigh, solve, LinAlgError
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
MEV = 1000 * EV
Z = 16
R_C, R_SCAN = 1.6, 2.0
EDGES = np.array([0, .1, .3, .6, 1.0, 1.3, 1.6, 2.0, 3.0, 4.5, 7.0, 11.0,
                  16.0, 24.0])
P = 10  # polynomial order in each element

legendre = np.polynomial.legendre.Legendre.basis(P)
X = np.concatenate(([-1.0], np.sort(legendre.deriv().roots().real), [1.0]))
LP = legendre(X)
WX = 2 / (P * (P + 1) * LP**2)
gap = X[:, None] - X[None, :]
np.fill_diagonal(gap, 1.0)
DX = LP[:, None] / LP[None, :] / gap
np.fill_diagonal(DX, 0.0)
DX[0, 0], DX[-1, -1] = -P * (P + 1) / 4, P * (P + 1) / 4


def assemble(edges):
    """Nodes, weights, integral of L_i' L_j'; the node r = 0 is removed."""
    n = P * (len(edges) - 1) + 1
    r, w, k = np.zeros(n), np.zeros(n), np.zeros((n, n))
    for m in range(len(edges) - 1):
        h = edges[m + 1] - edges[m]
        s = slice(P * m, P * m + P + 1)
        r[s] = edges[m] + h * (X + 1) / 2
        w[s] += WX * h / 2
        k[s, s] += DX.T @ (WX[:, None] * DX) * 2 / h
    return r[1:], w[1:], k[1:, 1:]


DOMAIN = {float(e): assemble(EDGES[:m + 1])
          for m, e in enumerate(EDGES) if m > 0}
R, W, K = DOMAIN[float(EDGES[-1])]
R, W, K = R[:-1], W[:-1], K[:-1, :-1]
N = len(R)
NO_BETA, NO_D, NO_Q = np.zeros((N, 0)), np.zeros((0, 0)), np.zeros((0, 0, N))


def slope_at(f, radius):
    """Derivative of f at an element edge, taken from the inner side."""
    m = int(np.argmin(abs(EDGES - radius)))
    last = P * m - 1
    return DX[-1] @ f[last - P:last + 1] * 2 / (EDGES[m] - EDGES[m - 1])


def hartree(rho):
    """Potential of a radial density, with the outer value charge/r."""
    return W @ rho / EDGES[-1] + solve(K, W * rho / R, assume_a="pos") / R


def exchange(rho):
    return -np.cbrt(3 / np.pi * rho / (4 * np.pi * R**2))


def eigenstates(l, v, beta, d, q, count):
    s = np.sqrt(W)
    b = s[:, None] * beta
    h = 0.5 * K / np.outer(s, s) + np.diag(v + l * (l + 1) / (2 * R**2))
    e, y = eigh(h + b @ d @ b.T, np.eye(N) + b @ q @ b.T,
                subset_by_index=[0, count - 1])
    return e, y / s[:, None]


def level_densities(l, v, beta, d, qr, count):
    e, u = eigenstates(l, v, beta, d, qr @ W, count)
    c = beta.T @ (W[:, None] * u)
    return e, u**2 + np.einsum("ik,jk,ijr->rk", c, c, qr), c


def scf(data, occ, rho):
    """Self-consistent atom; occ[l] fills the lowest levels of channel l."""
    for _ in range(300):
        v = data["v_ion"] + hartree(rho) + exchange(rho + data["core"])
        new, band, levels, dens, d = np.zeros(N), 0.0, [], [], []
        for l in (0, 1):
            qr = data["qr"][l]
            d.append(data["d_ion"][l] + qr @ (W * v))
            e, n_l, _c = level_densities(l, v, data["beta"][l], d[l], qr,
                                         len(occ[l]))
            new += n_l @ np.array(occ[l], float)
            band += e @ np.array(occ[l], float)
            levels.append(e)
            dens.append(n_l)
        if W @ abs(new - rho) < 1e-8:
            break
        rho = 0.5 * (rho + new)
    else:
        raise AssertionError("self-consistency not reached")
    total = new + data["core"]
    energy = (band + W @ ((data["v_ion"] - v) * new)
              + 0.5 * W @ (hartree(new) * new)
              + 0.75 * W @ (exchange(total) * total))
    return dict(e=levels, rho=new, dens=dens, v=v, d=d, energy=energy)


def outward(l, energy, v, radius, beta, d, q):
    """Regular solution on [0, radius] scaled to unit slope at radius."""
    r, w, k = DOMAIN[radius]
    n = len(r)
    b = w[:, None] * beta[:n]
    a = (0.5 * k + np.diag(w * (v[:n] + l * (l + 1) / (2 * r**2) - energy))
         + b @ (d - energy * q) @ b.T)
    rhs = np.zeros(n)
    rhs[-1] = 0.5
    return solve(a, rhs)


def angles(l, energies, v, beta, d, q):
    """arctan(R u'/u) at R_SCAN: a pole-free form of the log derivative."""
    return np.array([np.arctan(R_SCAN / outward(l, e, v, R_SCAN, beta, d,
                                                q)[-1]) for e in energies])


def angle_gap(a, b):
    return np.max(np.arcsin(np.minimum(1, abs(np.sin(a - b)))))


# ---- all-electron reference atom --------------------------------------
hydrogenic = eigenstates(0, -Z / R, NO_BETA, NO_D, NO_D, 1)[0][0]
assert abs(hydrogenic + Z**2 / 2) < 1e-6

bare = dict(v_ion=-Z / R, core=np.zeros(N), beta=[NO_BETA] * 2,
            d_ion=[NO_D] * 2, qr=[NO_Q] * 2)
atom = scf(bare, ([2, 2, 2], [6, 4]), Z * 32 * R**2 * np.exp(-4 * R))
v_ae = atom["v"]
eps = [atom["e"][0][2], atom["e"][1][1]]
core = (2 * atom["dens"][0][:, 0] + 2 * atom["dens"][0][:, 1]
        + 6 * atom["dens"][1][:, 0])
valence = atom["rho"] - core
frozen = dict(bare, v_ion=-Z / R + hartree(core), core=core)


# ---- ultrasoft construction -------------------------------------------
def build(v_origin, e_second):
    r_in, w_in, _ = DOMAIN[R_C]
    n = len(r_in)
    v_edge = v_ae[n - 1]
    coef = np.linalg.solve([[R_C**2, R_C**4], [2 * R_C, 4 * R_C**3]],
                           [v_edge - v_origin, slope_at(v_ae, R_C)])
    v_loc = v_ae.copy()
    v_loc[:n] = v_origin + coef[0] * r_in**2 + coef[1] * r_in**4
    pot = dict(v=v_loc, beta=[], d=[], qr=[], asym=0.0)
    for l in (0, 1):
        ref = np.array([eps[l], e_second])
        psi, phi, chi = np.zeros((3, 2, N))
        for i, e in enumerate(ref):
            u = outward(l, e, v_ae, R_C, NO_BETA, NO_D, NO_D)
            scale = np.sign(u[-1]) / np.sqrt(w_in @ u**2)
            u = u * scale
            curv = (l * (l + 1) / R_C**2 + 2 * (v_edge - e)) * u[-1]
            pw = np.array([l + 1, l + 3, l + 5])
            c = np.linalg.solve([R_C**pw, pw * R_C**(pw - 1.0),
                                 pw * (pw - 1) * R_C**(pw - 2.0)],
                                [u[-1], scale, curv])
            psi[i, :n] = u
            phi[i, :n] = r_in[:, None]**pw @ c
            kin = r_in[:, None]**(pw - 2.0) @ (
                -0.5 * (pw * (pw - 1) - l * (l + 1)) * c)
            chi[i, :n] = (e - v_loc[:n]) * phi[i, :n] - kin
            chi[i, n - 1] = 0.0
        qr = (psi[:, None] * psi[None] - phi[:, None] * phi[None])
        qr[:, :, n - 1:] = 0.0
        b = (phi * W) @ chi.T
        d = b + (qr @ W) * ref[None, :]
        pot["asym"] = max(pot["asym"], abs(d - d.T).max())
        pot["beta"].append((np.linalg.inv(b).T @ chi).T)
        pot["d"].append(0.5 * (d + d.T))
        pot["qr"].append(qr)
    return pot


def ghost_free(pot):
    for l in (0, 1):
        try:
            e = eigenstates(l, pot["v"], pot["beta"][l], pot["d"][l],
                            pot["qr"][l] @ W, 2)[0]
        except LinAlgError:
            return False
        ae = eigenstates(l, v_ae, NO_BETA, NO_D, NO_D, 4 - l)[0][2 - l:]
        if abs(e[0] - ae[0]) > 1e-5 or abs(e[1] - ae[1]) > 5e-3:
            return False
    return True


for v_origin, e_second in itertools.product((0.0, 1.0, 2.0, -1.0),
                                            (0.2, 0.0, 0.5)):
    pot = build(v_origin, e_second)
    if ghost_free(pot):
        break
else:
    raise AssertionError("no ghost-free construction in the list")
assert pot["asym"] < 1e-6


def smooth(qr, radius, keep_charge=True):
    """Replace Q inside radius by r^2 (a + b r^2 + c r^4)."""
    r, w, _ = DOMAIN[radius]
    n = len(r)
    pw = np.array([2, 4, 6]) if keep_charge else np.array([2, 4])
    rows = [radius**pw, pw * radius**(pw - 1.0)]
    if keep_charge:
        rows.append(w @ r[:, None]**pw)
    out = qr.copy()
    for i, j in itertools.product(range(2), repeat=2):
        f = qr[i, j]
        want = [f[n - 1], slope_at(f, radius), w @ f[:n]][:len(pw)]
        out[i, j, :n] = r[:, None]**pw @ np.linalg.solve(rows, want)
    return out


REF = ([2], [4])


def unscreen(qr, core_density):
    rho = sum(level_densities(l, pot["v"], pot["beta"][l], pot["d"][l],
                              qr[l], 1)[1][:, 0] * REF[l][0] for l in (0, 1))
    v_ion = pot["v"] - hartree(rho) - exchange(rho + core_density)
    d_ion = [pot["d"][l] - qr[l] @ (W * pot["v"]) for l in (0, 1)]
    return dict(v_ion=v_ion, core=core_density, beta=pot["beta"],
                d_ion=d_ion, qr=qr)


soft = {a: [smooth(q, a) for q in pot["qr"]] for a in (1.0, 1.3, 1.6)}
sets = {"exact Q": unscreen(pot["qr"], core)}
for a in soft:
    sets[f"smooth Q, r_in={a}"] = unscreen(soft[a], core)
sets["exact Q, no core in Vx"] = unscreen(pot["qr"], np.zeros(N))
sets["mismatched Q"] = dict(sets["exact Q"], qr=soft[1.3])

# Gauss: equal charge gives an equal Hartree potential outside r_in
change = hartree(soft[1.0][0][0, 0] - pot["qr"][0][0, 0])
assert abs(change[R > 1.0 + 1e-9]).max() < 1e-7 < abs(change[R < 1.0]).max()

# ---- scattering in the frozen reference atom ---------------------------
scan = np.linspace(-1.0, 0.3, 40)
ae_scan = [angles(l, scan, v_ae, NO_BETA, NO_D, NO_D) for l in (0, 1)]


def scan_error(v, d, qr):
    return max(angle_gap(ae_scan[l], angles(l, scan, v, pot["beta"][l], d[l],
                                            qr[l] @ W)) for l in (0, 1))


frozen_scan = scan_error(pot["v"], pot["d"], pot["qr"])
frozen_soft = scan_error(pot["v"], pot["d"], soft[1.6])
dropped = [smooth(q, R_C, keep_charge=False) for q in pot["qr"]]
frozen_dropped = scan_error(pot["v"], pot["d"], dropped)
at_ref = 0.0
for l in (0, 1):
    pts = [eps[l], e_second]
    at_ref = max(at_ref, angle_gap(
        angles(l, pts, v_ae, NO_BETA, NO_D, NO_D),
        angles(l, pts, pot["v"], pot["beta"][l], pot["d"][l],
               pot["qr"][l] @ W)))
assert at_ref < 1e-5 and frozen_scan < 0.05
assert abs(frozen_soft - frozen_scan) < 1e-6
assert frozen_dropped > 3 * frozen_scan

# ---- self-consistent runs in three configurations ---------------------
configs = {"3s2 3p2": (2, 2), "3s1 3p5": (1, 5)}
ae_ref = scf(frozen, ([0, 0, 2], [0, 4]), valence)
assert abs(ae_ref["e"][0][2] - eps[0]) < 1e-6
ae_run = {c: scf(frozen, ([0, 0, f[0]], [0, f[1]]), valence * sum(f) / 6)
          for c, f in configs.items()}
ref_error, ref_scan, errors = {}, {}, {}
for name, data in sets.items():
    # start away from the answer, so that returning to it is a real test
    base = scf(data, REF, 0.9 * valence)
    ref_error[name] = [base["e"][l][0] - eps[l] for l in (0, 1)]
    ref_scan[name] = scan_error(base["v"], base["d"], data["qr"])
    for c, f in configs.items():
        run = scf(data, ([f[0]], [f[1]]), valence * sum(f) / 6)
        ae = ae_run[c]
        errors[name, c] = np.array([
            run["energy"] - base["energy"] - ae["energy"] + ae_ref["energy"],
            run["e"][0][0] - ae["e"][0][2], run["e"][1][0] - ae["e"][1][1]])
    if name != "mismatched Q":
        assert max(map(abs, ref_error[name])) < 1e-5
        assert abs(ref_scan[name] - frozen_scan) < 1e-5
assert max(map(abs, ref_error["mismatched Q"])) > 1e-4
worst = {s: max(abs(errors[s, c]).max() for c in configs) for s in sets}
assert worst["exact Q"] < worst["smooth Q, r_in=1.6"]
assert worst["exact Q"] < worst["exact Q, no core in Vx"]

# ---- first-order level shift under the real potential change ----------
w_pot = ae_run["3s2 3p2"]["v"] - ae_ref["v"]
step = 3e-3


def shift(l, v, beta, d, qr, level):
    e = [eigenstates(l, v + s * w_pot, beta, d + s * (qr @ (W * w_pot)),
                     qr @ W, level + 1)[0][level] for s in (step, -step)]
    return (e[0] - e[1]) / (2 * step)


first = []
for l in (0, 1):
    args = (pot["v"], pot["beta"][l], pot["d"][l])
    ae = shift(l, v_ae, NO_BETA, NO_D, NO_Q, 2 - l)
    us = shift(l, *args, pot["qr"][l], 0)
    us_soft = shift(l, *args, soft[1.6][l], 0)
    c = level_densities(l, *args, pot["qr"][l], 1)[2][:, 0]
    formula = c @ ((soft[1.6][l] - pot["qr"][l]) @ (W * w_pot)) @ c
    assert abs(us - ae) < 3e-6
    assert abs(us_soft - ae - formula) < 3e-6
    inner_ae = c[0]**2
    inner_ps = c[0]**2 * (1 - pot["qr"][l][0, 0] @ W)
    first.append((ae, us, us_soft, formula, inner_ae, inner_ps))

# ---- report -------------------------------------------------------------
print(f"Sulfur, Z = {Z}; r_c = {R_C} bohr; scan radius = {R_SCAN} bohr")
print(f"V_loc(0) = {v_origin:.1f} Ha; second ref. energy = {e_second:.1f} Ha")
print(f"all-electron 3s, 3p levels: {eps[0]:.5f}, {eps[1]:.5f} Ha")
for l, s in enumerate(("3s", "3p")):
    print(f"{s} charge inside r_c, all-electron / smooth: "
          f"{first[l][4]:.4f} / {first[l][5]:.4f} electrons")
print(f"scan window: {scan[0]:.1f} to {scan[-1]:.1f} Ha, {len(scan)} points")
print("Largest error of arctan(R u'/u), s and p, frozen reference atom:")
print(f"  at the reference energies: {at_ref:.1e} rad")
print(f"  exact Q: {frozen_scan:.6f} rad")
print(f"  smooth Q, r_in=1.6: {frozen_soft:.6f} rad")
print(f"  augmentation charge dropped: {frozen_dropped:.6f} rad")
print("Self-consistent 3s2 3p4: scan error (rad); 3s, 3p level errors (meV)")
for s in sets:
    a, b = ref_error[s]
    print(f"  {s}: {ref_scan[s]:.6f}; {a * MEV:.3f}, {b * MEV:.3f}")
for c in configs:
    ae = ae_run[c]
    print(f"{c} frozen-core all-electron: energy above 3s2 3p4 = "
          f"{(ae['energy'] - ae_ref['energy']) * EV:.4f} eV")
    print(f"  levels 3s, 3p: {ae['e'][0][2]:.5f}, {ae['e'][1][1]:.5f} Ha")
    print("  errors (meV): energy difference, 3s level, 3p level")
    for s in sets:
        t = errors[s, c] * MEV
        print(f"  {s}: {t[0]:.2f}, {t[1]:.2f}, {t[2]:.2f}")
edge = len(DOMAIN[R_C][0]) - 1
print("Potential change W from 3s2 3p4 to 3s2 3p2, all-electron:")
print(f"  near r = 0: {w_pot[0] * EV:.3f} eV; at r_c: "
      f"{w_pot[edge] * EV:.3f} eV")
for l, s in enumerate(("3s", "3p")):
    t = first[l]
    print(f"{s} first-order shift, all-electron / exact Q / smooth Q 1.6: "
          f"{t[0] * EV:.5f} / {t[1] * EV:.5f} / {t[2] * EV:.5f} eV")
    print(f"  error predicted from W and the Q change: {t[3] * MEV:.3f} meV")
print("finished without a failed check")
```

Running it gives:

```
Sulfur, Z = 16; r_c = 1.6 bohr; scan radius = 2.0 bohr
V_loc(0) = 0.0 Ha; second ref. energy = 0.2 Ha
all-electron 3s, 3p levels: -0.58563, -0.21888 Ha
3s charge inside r_c, all-electron / smooth: 0.4908 / 0.6465 electrons
3p charge inside r_c, all-electron / smooth: 0.3313 / 0.3270 electrons
scan window: -1.0 to 0.3 Ha, 40 points
Largest error of arctan(R u'/u), s and p, frozen reference atom:
  at the reference energies: 3.2e-13 rad
  exact Q: 0.000080 rad
  smooth Q, r_in=1.6: 0.000080 rad
  augmentation charge dropped: 0.395500 rad
Self-consistent 3s2 3p4: scan error (rad); 3s, 3p level errors (meV)
  exact Q: 0.000080; -0.000, -0.000
  smooth Q, r_in=1.0: 0.000080; -0.000, -0.000
  smooth Q, r_in=1.3: 0.000080; -0.000, -0.000
  smooth Q, r_in=1.6: 0.000080; -0.000, -0.000
  exact Q, no core in Vx: 0.000080; -0.000, -0.000
  mismatched Q: 0.045423; -38.094, -106.334
3s2 3p2 frozen-core all-electron: energy above 3s2 3p4 = 31.6761 eV
  levels 3s, 3p: -1.39010, -0.98173 Ha
  errors (meV): energy difference, 3s level, 3p level
  exact Q: -1.75, 3.36, 2.71
  smooth Q, r_in=1.0: -15.74, 27.38, 27.14
  smooth Q, r_in=1.3: -23.51, 37.06, 40.01
  smooth Q, r_in=1.6: -39.39, 36.33, 65.23
  exact Q, no core in Vx: -22.75, 26.06, 39.27
  mismatched Q: 484.71, -264.62, -375.73
3s1 3p5 frozen-core all-electron: energy above 3s2 3p4 = 10.0494 eV
  levels 3s, 3p: -0.61002, -0.23824 Ha
  errors (meV): energy difference, 3s level, 3p level
  exact Q: -0.09, 0.31, 0.14
  smooth Q, r_in=1.0: -1.16, 2.59, 0.23
  smooth Q, r_in=1.3: 1.45, -2.90, 0.11
  smooth Q, r_in=1.6: 20.25, -45.48, -3.64
  exact Q, no core in Vx: -17.65, 35.65, -1.21
  mismatched Q: -74.63, -13.64, -94.39
Potential change W from 3s2 3p4 to 3s2 3p2, all-electron:
  near r = 0: -26.824 eV; at r_c: -22.402 eV
3s first-order shift, all-electron / exact Q / smooth Q 1.6: -21.61151 / -21.61151 / -21.62697 eV
  error predicted from W and the Q change: -15.469 meV
3p first-order shift, all-electron / exact Q / smooth Q 1.6: -19.96075 / -19.96075 / -19.92681 eV
  error predicted from W and the Q change: 33.941 meV
finished without a failed check
```
